**CPA gap of an equal binary alloy with a semicircular clean band**

The program tests that the coherent potential approximation gives a gap around \(E=0\) if and only if the site-energy separation \(\Delta\) exceeds \(D\), half of the full clean bandwidth \(W=2D\). It asserts that the averaged single-site scattering, evaluated by quadrature, vanishes, and that one root of the CPA cubic lies in the upper half plane at 500 random parameter sets. Band edges found by counting complex roots are asserted to agree with the derived formula at six separations, three below and three above the threshold. Diagonalized random matrices of size 1400 are asserted to reproduce the gap, level counts, central density and species share within stated tolerances. For \(W=3\) eV and \(\Delta=2\) eV the CPA gap is 0.267 eV, and the single random matrix gives 0.291 eV. Cubic supercells have a mean density of 0.042 per eV in this gap window, against 0.007 per eV in the CPA for the same lattice. The output also sizes unequal bandwidths, crystal-field splitting, site-energy spread, vibrations at 300 K and a gate field; the crystal-field line reports the widest gap, which lies between the two Hf groups and is not the gap near \(E=0\).

## Program and output

```python
"""
Result under test: in the coherent potential approximation (CPA), an equal
binary alloy with a semicircular clean band has a gap around E = 0 if and only
if the site-energy separation Delta exceeds D, half of the full clean width W.

Symbols (energies in eV, density of states per orbital in 1/eV):
  W = 2 D  full clean bandwidth          t = D/2  root-mean-square clean energy
  a = Delta/2, site energies -a (Ti-like) and +a (Hf-like), half of sites each
  G  averaged site Green function        S  CPA self-energy
  x = 1/G + S = z - t^2 G, which obeys z = x + t^2 x/(x^2 - a^2)
"""
import numpy as np
from scipy import constants
from scipy.special import wofz

rng = np.random.default_rng(7)
W = 3.0
D = W / 2
t = D / 2
Delta = 2.0
a = Delta / 2


def physical_x(z, a):
    """Root of the CPA cubic with the largest imaginary part."""
    r = np.roots([1, -z, t**2 - a**2, a**2 * z])
    return r[np.argmax(r.imag)]


def dos(E, a):
    x = physical_x(E, a)
    return max(x.imag, 0.0) / (np.pi * t**2)


def edge(a, sign):
    """Derived band edge: sign=-1 inner (needs a > t), sign=+1 outer."""
    u = (t**2 + sign * t * np.sqrt(t**2 + 8 * a**2)) / 2
    return np.sqrt(a**2 + u) * (1 + t**2 / u)


def occupied(E, weights, levels, hops):
    """True if Q = sum_i w_i s_i/(E - e_i - s_i Q) has complex roots Q."""
    factors = [np.array([-s, E - e]) for e, s in zip(levels, hops)]
    full = np.array([1.0])
    for f in factors:
        full = np.polymul(full, f)
    poly = np.polymul([1.0, 0.0], full)
    for i, (w, s) in enumerate(zip(weights, hops)):
        rest = np.array([1.0])
        for j, f in enumerate(factors):
            if j != i:
                rest = np.polymul(rest, f)
        poly = np.polysub(poly, w * s * rest)
    return np.max(np.abs(np.roots(poly).imag)) > 1e-5


def band_edges(weights, levels, hops):
    """All band edges, by scanning the energy axis and bisecting."""
    grid = np.linspace(-5.0, 7.0, 2402)
    occ = np.array([occupied(E, weights, levels, hops) for E in grid])
    edges = []
    for i in np.nonzero(occ[1:] != occ[:-1])[0]:
        lo, hi = grid[i], grid[i + 1]
        for _ in range(36):
            mid = (lo + hi) / 2
            if occupied(mid, weights, levels, hops) == occ[i]:
                lo = mid
            else:
                hi = mid
        edges.append((lo + hi) / 2)
    return edges


def widest_gap(edges):
    gaps = [(edges[i + 1] - edges[i], edges[i], edges[i + 1])
            for i in range(1, len(edges) - 1, 2)]
    return max(gaps) if gaps else (0.0, float("nan"), float("nan"))


# --- Clean band and CPA condition, by quadrature over the semicircle
theta = (np.arange(8000) + 0.5) * np.pi / 8000 - np.pi / 2


def clean_green(zeta):
    return np.sum(2 / np.pi * np.cos(theta)**2
                  / (zeta - D * np.sin(theta))) * np.pi / 8000


for zeta in (0.3 + 0.2j, -1.1 + 0.1j, 2.0 + 0.3j):
    g = clean_green(zeta)
    assert abs(g * (zeta - t**2 * g) - 1) < 1e-8
worst_scattering = 0.0
for half in (0.4, 0.75, 1.0, 1.4):
    for z in (0.05 + 0.1j, 0.7 + 0.1j, -1.6 + 0.2j):
        S = half**2 / physical_x(z, half)
        g = clean_green(z - S)
        T = sum(0.5 * (e - S) / (1 - (e - S) * g) for e in (-half, half))
        worst_scattering = max(worst_scattering, abs(T))
assert worst_scattering < 1e-7

# --- Exactly one root in the upper half plane
for _ in range(500):
    z = rng.uniform(-3, 3) + 1j * rng.uniform(0.01, 3)
    half = rng.uniform(0.1, 2)
    r = np.roots([1, -z, t**2 - half**2, half**2 * z])
    assert np.sum(r.imag > 0) == 1

# --- Gap criterion and edge formula against counting of complex roots
for sep in (0.6, 1.2, 1.45, 1.6, 2.0, 2.4):
    half = sep / 2
    found = band_edges([0.5, 0.5], [-half, half], [t, t])
    if sep < D:
        expected = [-edge(half, 1), edge(half, 1)]
    else:
        expected = [-edge(half, 1), -edge(half, -1),
                    edge(half, -1), edge(half, 1)]
    assert len(found) == len(expected)
    assert np.allclose(found, expected, atol=1e-6)

# --- Behaviour around the transition
for sep in (0.3, 1.0, 1.4):
    formula = 2 / (np.pi * D) * np.sqrt(1 - (sep / D)**2)
    assert abs(dos(1e-9, sep / 2) - formula) < 1e-6
E_small = 1e-6
cube_law = np.sqrt(3) / (2 * np.pi) * t**(-4 / 3) * E_small**(1 / 3)
assert abs(dos(E_small, t) / cube_law - 1) < 0.01


def gap_law(sep):
    return 4 / 3 * np.sqrt(2 / 3) * D * ((sep - D) / D)**1.5


ratios = [2 * edge(D * (1 + h) / 2, -1) / gap_law(D * (1 + h))
          for h in (1e-2, 1e-3, 1e-4)]
assert abs(ratios[2] - 1) < 1e-3
assert abs(ratios[2] - 1) < abs(ratios[1] - 1) < abs(ratios[0] - 1)
z = 1e-5j
assert abs(z * a**2 / physical_x(z, a) / (a**2 - t**2) - 1) < 1e-6

# --- Example: gap, and Ti share of the lower subband
inner, outer = edge(a, -1), edge(a, 1)
gap = 2 * inner
ang = (np.arange(600) + 0.5) * np.pi / 600
mid, half_width = -(inner + outer) / 2, (outer - inner) / 2
xs = np.array([physical_x(E, a) for E in mid - half_width * np.cos(ang)])
step = half_width * np.sin(ang) * np.pi / 600
ti_states = np.sum(-0.5 * (1 / (xs + a)).imag / np.pi * step)
hf_states = np.sum(-0.5 * (1 / (xs - a)).imag / np.pi * step)
assert abs(ti_states + hf_states - 0.5) < 1e-4
ti_share = ti_states / (ti_states + hf_states)

# --- Independent road: diagonalize large random matrices
N = 1400
species = np.repeat([-1.0, 1.0], N // 2)


def random_matrix(half):
    A = rng.normal(size=(N, N))
    return (A + A.T) * t / np.sqrt(2 * N) + np.diag(half * species)


levels, vectors = np.linalg.eigh(random_matrix(a))
matrix_gap = levels[N // 2] - levels[N // 2 - 1]
# the innermost levels scatter by about 0.01 eV each at this matrix size
assert abs(matrix_gap - gap) < 0.06
matrix_share = np.sum(vectors[:N // 2, :N // 2]**2) / (N / 2)
assert abs(matrix_share - ti_share) < 0.01
grid = np.linspace(0, 2.5, 2501)
rho = np.array([dos(E, a) for E in grid])
for E in (0.5, 1.0, 1.5):
    keep = grid <= E + 1e-9
    cpa_count = np.sum((rho[keep][1:] + rho[keep][:-1]) / 2) * 0.001
    assert abs(np.mean((levels > 0) & (levels < E)) - cpa_count) < 0.006
sep_low = 1.0
low_levels = np.linalg.eigvalsh(random_matrix(sep_low / 2))
matrix_dos0 = np.mean(np.abs(low_levels) < 0.1) / 0.2
formula_dos0 = 2 / (np.pi * D) * np.sqrt(1 - (sep_low / D)**2)
# about 90 levels lie in the window, so one level is about one per cent
assert abs(matrix_dos0 / formula_dos0 - 1) < 0.06

# --- Neglected: clusters on a lattice with six neighbours, same rms energy
L = 10
hop = t / np.sqrt(6)
ring = np.roll(np.eye(L), 1, axis=0)
ring = ring + ring.T
one = np.eye(L)
lattice = hop * (np.kron(np.kron(ring, one), one)
                 + np.kron(np.kron(one, ring), one)
                 + np.kron(np.kron(one, one), ring))


def supercell(half):
    signs = rng.permutation(np.repeat([-1.0, 1.0], L**3 // 2))
    return np.linalg.eigvalsh(lattice + np.diag(half * signs))


wide = 1.1 * 6 * hop
assert np.min(np.abs(supercell(wide))) >= wide - 6 * hop - 1e-9
samples = 6
in_gap = sum(int(np.sum(np.abs(supercell(a)) < inner)) for _ in range(samples))
cell_dos = in_gap / (samples * L**3) / gap

# CPA on the same cubic lattice, averaged over the same energy window
c = np.cos((np.arange(24) + 0.5) * np.pi / 24)
band = 2 * hop * (c[:, None, None] + c[None, :, None] + c[None, None, :])
band = band.ravel()
cubic_dos = []
for E in (np.arange(5) + 0.5) * inner / 5:
    z = E + 0.002j
    S = -0.5j
    for _ in range(800):
        g = np.mean(1 / (z - S - band))
        new = a**2 / (1 / g + S)
        change = abs(new - S)
        S = (S + new) / 2
    assert change < 1e-5 * (1 + abs(S))
    cubic_dos.append(-np.mean(1 / (z - S - band)).imag / np.pi)
cubic_dos = np.mean(cubic_dos)

# --- Neglected: unequal bandwidths, crystal-field splitting
D_ti, D_hf = 1.3, 1.7
gap_widths = widest_gap(band_edges([0.5, 0.5], [-a, a], [D_ti / 2, D_hf / 2]))
cf_ti, cf_hf = 2.2, 3.0
gap_field = widest_gap(band_edges([0.3, 0.2, 0.2, 0.3],
                                  [-a, -a + cf_ti, a, a + cf_hf], [t] * 4))

# --- Neglected: Gaussian spread of site energies, static and thermal


def gaussian_green(x, centre, sigma):
    arg = (x - centre) / (sigma * np.sqrt(2))
    return -1j * np.sqrt(np.pi / 2) / sigma * wofz(arg)


e = np.linspace(-3, 3, 20001)
weight = np.exp(-e**2 / (2 * 0.2**2)) / (0.2 * np.sqrt(2 * np.pi))
direct = np.sum(weight / (0.1 + 0.2j - e)) * (e[1] - e[0])
assert abs(direct - gaussian_green(0.1 + 0.2j, 0.0, 0.2)) < 1e-8
clean_dos0 = 2 / (np.pi * D)


def low_density_window(sigma):
    """Width around E=0 with density below 1% of the clean centre."""
    E = np.linspace(0, 0.3, 151)
    x = E + 0.5j
    for _ in range(6000):
        g = 0.5 * (gaussian_green(x, -a, sigma) + gaussian_green(x, a, sigma))
        x = (x + E + 1e-5j - t**2 * g) / 2
    density = -g.imag / np.pi
    above = density > 0.01 * clean_dos0
    assert above.any()
    return 2 * E[np.argmax(above)], density[0]


sigma_static = 0.2
T = 300.0
kT = constants.k * T / constants.e
phonon, relaxation = 0.06, 0.2
sigma_thermal = np.sqrt(relaxation * phonon / np.tanh(phonon / (2 * kT)))
sigma_both = np.hypot(sigma_static, sigma_thermal)
window_static, centre_static = low_density_window(sigma_static)
window_both, centre_both = low_density_window(sigma_both)

# --- Neglected: gate field
field_MV_cm, spacing_nm = 3.0, 0.35
drop = field_MV_cm * 0.1 * spacing_nm
tunnel_nm = gap / (field_MV_cm * 0.1)

print(f"Full clean bandwidth W = {W:.2f} eV, half D = {D:.2f} eV")
print(f"Parameter t = D/2 = {t:.3f} eV")
print(f"Site-energy separation Delta = {Delta:.2f} eV, a = {a:.2f} eV")
print(f"Ratio Delta/D = {Delta / D:.4f}")
u_in = (t**2 - t * np.sqrt(t**2 + 8 * a**2)) / 2
print(f"Inner edge: u = {u_in:.4f} eV^2, x = {np.sqrt(a**2 + u_in):.4f} eV")
print(f"Inner band edge = {inner:.4f} eV, outer = {outer:.4f} eV")
print(f"CPA gap = {gap:.4f} eV = {1000 * gap:.1f} meV")
print(f"Gap from near-threshold law = {gap_law(Delta):.4f} eV")
print(f"Self-energy pole strength a^2-t^2 = {a**2 - t**2:.4f} eV^2")
print(f"Ti share of lower subband: CPA {ti_share:.4f}")
print(f"Ti share of lower subband: matrix {matrix_share:.4f}")
print(f"Random matrix size = {N}, its gap = {matrix_gap:.4f} eV")
for sep in (1.6, 1.8, 2.2, 2.4):
    print(f"CPA gap at Delta = {sep:.1f} eV: {2 * edge(sep / 2, -1):.4f} eV")
print("Exact gap / threshold law at (Delta-D)/D = 1e-2, 1e-3, 1e-4: "
      + ", ".join(f"{r:.5f}" for r in ratios))
print(f"Clean density at E=0 = {clean_dos0:.4f} 1/eV")
print(f"Density at E=0, Delta = {sep_low:.1f} eV: formula "
      f"{formula_dos0:.4f}, matrix {matrix_dos0:.4f} 1/eV")
print(f"Largest averaged scattering in CPA test = {worst_scattering:.1e} eV")
print(f"Cubic lattice: hopping {hop:.4f} eV, half-width {6 * hop:.4f} eV")
print(f"Supercells: {samples} of {L**3} sites, states in CPA gap = {in_gap}")
print(f"Mean density in gap window: supercells {cell_dos:.4f} 1/eV")
print(f"Mean density in gap window: cubic CPA {cubic_dos:.4f} 1/eV"
      " (broadening 2 meV)")
print(f"Unequal half-widths Ti {D_ti:.1f}, Hf {D_hf:.1f} eV: gap "
      f"{gap_widths[0]:.4f} eV from {gap_widths[1]:.3f} to "
      f"{gap_widths[2]:.3f} eV")
print(f"Crystal field Ti {cf_ti:.1f}, Hf {cf_hf:.1f} eV: widest gap "
      f"{gap_field[0]:.4f} eV from {gap_field[1]:.3f} to "
      f"{gap_field[2]:.3f} eV")
print(f"Static site-energy spread = {sigma_static:.2f} eV (rms)")
print(f"  window below 1% of clean density = {window_static:.3f} eV, "
      f"density at E=0 = {centre_static:.1e} 1/eV")
print(f"Temperature = {T:.0f} K, kT = {kT:.4f} eV")
print(f"Phonon energy {phonon:.2f} eV, relaxation energy "
      f"{relaxation:.2f} eV: thermal spread {sigma_thermal:.3f} eV")
print(f"Static and thermal spread together = {sigma_both:.3f} eV")
print(f"  window below 1% of clean density = {window_both:.3f} eV, "
      f"density at E=0 = {centre_both:.1e} 1/eV")
print(f"Gate field = {field_MV_cm:.1f} MV/cm, cation spacing = "
      f"{spacing_nm:.2f} nm")
print(f"Potential energy drop per spacing = {drop:.3f} eV")
print(f"Tunnelling length across CPA gap = {tunnel_nm:.2f} nm")
print("verified")
```

Output:

```
Full clean bandwidth W = 3.00 eV, half D = 1.50 eV
Parameter t = D/2 = 0.750 eV
Site-energy separation Delta = 2.00 eV, a = 1.00 eV
Ratio Delta/D = 1.3333
Inner edge: u = -0.8161 eV^2, x = 0.4289 eV
Inner band edge = 0.1333 eV, outer = 2.1716 eV
CPA gap = 0.2665 eV = 266.5 meV
Gap from near-threshold law = 0.3143 eV
Self-energy pole strength a^2-t^2 = 0.4375 eV^2
Ti share of lower subband: CPA 0.9297
Ti share of lower subband: matrix 0.9298
Random matrix size = 1400, its gap = 0.2906 eV
CPA gap at Delta = 1.6 eV: 0.0271 eV
CPA gap at Delta = 1.8 eV: 0.1315 eV
CPA gap at Delta = 2.2 eV: 0.4185 eV
CPA gap at Delta = 2.4 eV: 0.5814 eV
Exact gap / threshold law at (Delta-D)/D = 1e-2, 1e-3, 1e-4: 0.99422, 0.99942, 0.99994
Clean density at E=0 = 0.4244 1/eV
Density at E=0, Delta = 1.0 eV: formula 0.3163, matrix 0.3250 1/eV
Largest averaged scattering in CPA test = 7.8e-14 eV
Cubic lattice: hopping 0.3062 eV, half-width 1.8371 eV
Supercells: 6 of 1000 sites, states in CPA gap = 67
Mean density in gap window: supercells 0.0419 1/eV
Mean density in gap window: cubic CPA 0.0067 1/eV (broadening 2 meV)
Unequal half-widths Ti 1.3, Hf 1.7 eV: gap 0.2645 eV from -0.253 to 0.012 eV
Crystal field Ti 2.2, Hf 3.0 eV: widest gap 1.2431 eV from 2.063 to 3.306 eV
Static site-energy spread = 0.20 eV (rms)
  window below 1% of clean density = 0.136 eV, density at E=0 = 3.2e-05 1/eV
Temperature = 300 K, kT = 0.0259 eV
Phonon energy 0.06 eV, relaxation energy 0.20 eV: thermal spread 0.121 eV
Static and thermal spread together = 0.234 eV
  window below 1% of clean density = 0.076 eV, density at E=0 = 6.2e-04 1/eV
Gate field = 3.0 MV/cm, cation spacing = 0.35 nm
Potential energy drop per spacing = 0.105 eV
Tunnelling length across CPA gap = 0.89 nm
verified
```
